**Ionization count in a cascade with uniform energy sharing**

An electron of energy 4I causes (11 − 4 ln 2)/3 ≈ 2.742 ionizations on average, where I is the cost of one ionization and the remaining energy is shared uniformly between two electrons. The program asserts that the piecewise formula for the mean agrees with nested numerical integration and with simulated cascades at four starting energies. It also asserts that a cascade from 4I contains either two or three ionizations, and that the simulated probability of three agrees with (5 − 4 ln 2)/3 ≈ 0.742. A further test draws the two electron energies independently: the mean survives within statistical error, while the variance rises from 0.191 to 1.193. The worked example uses rough parameters for an organic resist exposed at 13.5 nm, with I = 10 eV and a starting energy of 40 eV. Of the neglected effects tried one at a time, competing excitations change the mean most, by −39 % for the trial parameters chosen.

## Program and output

```python
# Result under test: an electron of energy 4 I causes on average
# (11 - 4 ln 2)/3 ionizations, if every electron above I ionizes, each
# ionization costs I, and the remaining energy is shared between the two
# outgoing electrons with all divisions equally likely.
# Symbols: I = ionization cost; energies inside the functions are in units
# of I; "mean number" = mean count of all ionizations in the cascade.
import numpy as np
from scipy import constants
from scipy.integrate import quad

rng = np.random.default_rng(20240)
TRIALS = 600_000


def simulate(start, sharing="uniform", threshold=1.0, excitation_loss=None):
    """Follow individual cascades; return the ionization count of each.

    If excitation_loss is given, an electron of energy e ionizes with
    probability 1 - 1/e per event and otherwise loses excitation_loss.
    """
    energy = np.full(TRIALS, float(start))
    owner = np.arange(TRIALS)
    count = np.zeros(TRIALS, dtype=int)
    while True:
        able = energy > threshold
        energy, owner = energy[able], owner[able]
        if energy.size == 0:
            return count
        if excitation_loss is None:
            ionizes = np.ones(energy.size, dtype=bool)
        else:
            ionizes = rng.random(energy.size) < 1 - 1 / energy
        parent = energy[ionizes]
        parent_owner = owner[ionizes]
        count += np.bincount(parent_owner, minlength=TRIALS)
        rest = parent - 1
        u = rng.random(parent.size)
        if sharing == "rutherford":
            # density of secondary energy w proportional to 1/(w + 1)^2
            first = 1 / (1 - u * (1 - 1 / parent)) - 1
        else:
            first = u * rest
        if sharing == "independent":
            # deliberately breaks energy conservation in single events
            second = rng.random(parent.size) * rest
        else:
            second = rest - first
        pieces = [first, second]
        owners = [parent_owner, parent_owner]
        if excitation_loss is not None:
            pieces.append(energy[~ionizes] - excitation_loss)
            owners.append(owner[~ionizes])
        energy = np.concatenate(pieces)
        owner = np.concatenate(owners)


def mean_by_quadrature(e):
    """Solve the mean-number equation by nested numerical integration."""
    if e <= 1:
        return 0.0
    rest = e - 1
    if rest <= 1:
        return 1.0
    edges = [float(k) for k in range(1, int(np.ceil(rest)))] + [rest]
    area = sum(quad(mean_by_quadrature, a, b, epsabs=1e-9, epsrel=1e-9)[0]
               for a, b in zip(edges[:-1], edges[1:]))
    return 1 + 2 * area / rest


def mean_closed_form(e):
    """Derived piecewise formula for 1 < e <= 4."""
    if e <= 2:
        return 1.0
    if e <= 3:
        return 3 - 2 / (e - 1)
    return 7 - (10 + 4 * np.log(e - 2)) / (e - 1)


def standard_error(count):
    return count.std() / np.sqrt(count.size)


target = (11 - 4 * np.log(2)) / 3
prob_three = (5 - 4 * np.log(2)) / 3

# Piecewise formulas against quadrature and against simulated cascades
print("Mean number of ionizations: formula, quadrature, simulation")
for e in (1.5, 2.5, 3.5, 4.0):
    formula = mean_closed_form(e)
    integral = mean_by_quadrature(e)
    counts = simulate(e)
    assert abs(formula - integral) < 1e-7
    # five standard errors of the random sample
    assert abs(formula - counts.mean()) < 5 * standard_error(counts) + 1e-12
    print(f"  E = {e:.1f} I: {formula:.5f}, {integral:.5f}, "
          f"{counts.mean():.4f}")

# counts now holds the cascades that start at 4 I
assert abs(mean_by_quadrature(4.0) - target) < 1e-7
assert abs(counts.mean() - target) < 5 * standard_error(counts)
assert set(np.unique(counts)) == {2, 3}
sampled_three = np.mean(counts == 3)
assert abs(sampled_three - prob_three) < 5 * standard_error(counts)

# Contributions to the integral of the mean number from 0 to 3 I
area_12 = quad(mean_by_quadrature, 1, 2)[0]
area_23 = quad(mean_by_quadrature, 2, 3)[0]
assert abs(area_12 - 1) < 1e-8
assert abs(area_23 - (3 - 2 * np.log(2))) < 1e-8

# The mean needs only the separate energy distributions, not their correlation
loose = simulate(4.0, sharing="independent")
assert abs(loose.mean() - target) < 5 * standard_error(loose)
assert loose.var() > 1.5 * counts.var()
assert loose.max() > 3

print(f"(11 - 4 ln 2)/3 = {target:.6f}")
print(f"Integral of N over I..2I, in units of I: {area_12:.5f}")
print(f"Integral of N over 2I..3I, in units of I: {area_23:.5f}")
print(f"Probability of 3 ionizations, formula: {prob_three:.5f}")
print(f"Probability of 3 ionizations, simulation: {sampled_three:.4f}")
print(f"Standard error of simulated mean at 4I: {standard_error(counts):.5f}")
print(f"Variance of count, energy conserved: {counts.var():.3f}")
print("Independent energies (energy not conserved per event):")
print(f"  mean {loose.mean():.4f}, variance {loose.var():.3f}, "
      f"largest count {loose.max()}")

# Worked example: rough values for an organic resist exposed at 13.5 nm
cost_ev = 10.0
start_ev = 4 * cost_ev
wavelength_nm = 13.5
photon_ev = (constants.h * constants.c
             / (wavelength_nm * 1e-9 * constants.e))
photoelectron_ev = photon_ev - cost_ev
largest_secondary_ev = photoelectron_ev - cost_ev
assert largest_secondary_ev > start_ev
left_ev = start_ev - target * cost_ev
print("Example: organic resist, rough parameters")
print(f"  wavelength {wavelength_nm:.1f} nm, photon {photon_ev:.1f} eV")
print(f"  ionization cost I = {cost_ev:.1f} eV")
print(f"  photoelectron energy {photoelectron_ev:.1f} eV")
print(f"  energy shared after its first ionization "
      f"{largest_secondary_ev:.1f} eV")
print(f"  starting energy in the example {start_ev:.1f} eV")
print(f"  mean number of ionizations {target:.3f}")
print(f"  probability of 2: {1 - prob_three:.3f}, of 3: {prob_three:.3f}")
print(f"  starting energy / mean number {start_ev / target:.2f} eV")
print(f"  mean energy spent on ionization {target * cost_ev:.2f} eV")
print(f"  mean energy left in slow electrons {left_ev:.2f} eV")
print(f"  mean number of slow electrons at the end {1 + target:.3f}")

# Size of neglected effects, each one alone
excitation_ev = 7.0
threshold_ratio = 1.5


def report(label, mean):
    change = 100 * (mean / target - 1)
    print(f"  {label}: mean {mean:.2f}, change {change:+.0f} %")


print("Neglected effects, one at a time, start at 40 eV:"
      if start_ev == 40 else "Neglected effects, one at a time:")
print(f"  (excitation loss {excitation_ev:.1f} eV per event, "
      f"ionizing share 1 - I/E)")
report("competing excitations",
       simulate(4.0, excitation_loss=excitation_ev / cost_ev).mean())
report("sharing weighted to slow secondaries",
       simulate(4.0, sharing="rutherford").mean())
report(f"threshold raised to {threshold_ratio:.1f} I",
       simulate(4.0, threshold=threshold_ratio).mean())
for other_cost_ev in (8.0, 12.0):
    report(f"ionization cost {other_cost_ev:.0f} eV",
           mean_by_quadrature(start_ev / other_cost_ev))

film_nm, reach_nm, temperature_k = 40.0, 3.0, 300.0
near_surface = 2 * reach_nm / film_nm
thermal_ev = constants.k * temperature_k / constants.e
print(f"  film {film_nm:.0f} nm, electron reach {reach_nm:.0f} nm (rough)")
print(f"  share of film within reach of a surface: "
      f"{100 * near_surface:.0f} %")
print(f"  thermal energy at {temperature_k:.0f} K: {thermal_ev:.4f} eV, "
      f"{100 * thermal_ev / cost_ev:.2f} % of I")

print("verified")
```

It prints:

```
Mean number of ionizations: formula, quadrature, simulation
  E = 1.5 I: 1.00000, 1.00000, 1.0000
  E = 2.5 I: 1.66667, 1.66667, 1.6662
  E = 3.5 I: 2.35126, 2.35126, 2.3517
  E = 4.0 I: 2.74247, 2.74247, 2.7422
(11 - 4 ln 2)/3 = 2.742470
Integral of N over I..2I, in units of I: 1.00000
Integral of N over 2I..3I, in units of I: 1.61371
Probability of 3 ionizations, formula: 0.74247
Probability of 3 ionizations, simulation: 0.7422
Standard error of simulated mean at 4I: 0.00056
Variance of count, energy conserved: 0.191
Independent energies (energy not conserved per event):
  mean 2.7418, variance 1.193, largest count 7
Example: organic resist, rough parameters
  wavelength 13.5 nm, photon 91.8 eV
  ionization cost I = 10.0 eV
  photoelectron energy 81.8 eV
  energy shared after its first ionization 71.8 eV
  starting energy in the example 40.0 eV
  mean number of ionizations 2.742
  probability of 2: 0.258, of 3: 0.742
  starting energy / mean number 14.59 eV
  mean energy spent on ionization 27.42 eV
  mean energy left in slow electrons 12.58 eV
  mean number of slow electrons at the end 3.742
Neglected effects, one at a time, start at 40 eV:
  (excitation loss 7.0 eV per event, ionizing share 1 - I/E)
  competing excitations: mean 1.67, change -39 %
  sharing weighted to slow secondaries: mean 2.79, change +2 %
  threshold raised to 1.5 I: mean 2.09, change -24 %
  ionization cost 8 eV: mean 3.49, change +27 %
  ionization cost 12 eV: mean 2.22, change -19 %
  film 40 nm, electron reach 3 nm (rough)
  share of film within reach of a surface: 15 %
  thermal energy at 300 K: 0.0259 eV, 0.26 % of I
verified
```
